# The long-range tail of the exchange-correlation potential of an atom, part 2

We seek the large-\(r\) tail of \(v_{xc}=v_x+v_c\) for an \(N\)-electron atom with fixed nuclear charge \(Z\), in Hartree atomic units. The ion left behind has Hamiltonian \(H_{\rm ion}\), states \(\Phi_s\), ground energy \(E_0\) and excitation energies \(\omega_s\). The ionization energy is \(I\); \(\kappa=\sqrt{2I}\), \(\kappa_s=\sqrt{2(I+\omega_s)}\). Define \(d_s=\langle\Phi_s|\sum_jz_j|\Phi_0\rangle\), \(q_s=\langle\Phi_s|\sum_jr_j^2P_2(\cos\theta_j)|\Phi_0\rangle\), \(S_k=\sum_{s\neq0}d_s^2/\omega_s^k\), \(\alpha=2S_1\), \(\alpha_q=2\sum_sq_s^2/\omega_s\). For \(L=0\) atom and ion and an s-type highest occupied orbital (HOMO),

\[ v_{xc}(r)=-\frac1r-\frac{\alpha}{2r^4}+\frac{c_6}{r^6}+O(r^{-7}),\qquad c_6=-\frac{\alpha_q}{2}+3S_2+4\kappa^2S_3, \tag{1} \]

Expanding \(\Psi=N^{-1/2}\sum_sf_s\Phi_s\), with density \(n=\sum_sf_s^2\) and electron-ion repulsion \(U\), gives

\[ \Big(-\tfrac12\nabla^2-\frac Zr+I+\omega_s\Big)f_s+\sum_tU_{st}(\mathbf r)f_t=0,\qquad U_{st}=\langle\Phi_s|U|\Phi_t\rangle. \tag{3} \]

With \(U'_{st}=U_{st}-\delta_{st}(N-1)/r\), \(g_s=f_s/f_0=\sum_ka_kr^{-k}\) and \(V_{\rm pol}=\sum_{s\ne0}U'_{0s}g_s\),

\[ \omega_sg_s-(\partial_r\ln f_0)\,\partial_rg_s-\tfrac12\nabla^2g_s-V_{\rm pol}\,g_s+U'_{s0}+\sum_{t\neq0}U'_{st}g_t=0. \tag{6} \]

\[ 2U'_{0s}g_s+\omega_sg_s^2=-\frac{U_{0s}'^{\,2}}{\omega_s}+\omega_s\Big(g_s+\frac{U'_{0s}}{\omega_s}\Big)^2. \tag{10} \]

With \(\gamma_s=f_s/\sqrt n\), \(v_{\rm cond}=\sum_{st}\gamma_sU_{st}\gamma_t\), \(v_{\rm resp}=\sum_s\omega_s\gamma_s^2\), \(v_{\rm kin}=\tfrac12\sum_s|\nabla\gamma_s|^2\),

\[ v_{\rm cond}=\frac{N-1}{r}-\frac{\alpha}{r^4}-\frac{4\kappa S_2}{r^5}+\dots,\quad v_{\rm resp}=\frac{\alpha}{2r^4}+\frac{4\kappa S_2}{r^5}+\dots,\quad v_{\rm kin}=\frac{3S_2}{r^6}+\dots \tag{11} \]

Kohn-Sham orbitals \(\varphi_i\), energies \(\varepsilon_i\), belong to \(h=-\tfrac12\nabla^2+v_s\), \(v_s=-Z/r+v_H+v_{xc}\); \(k_i=\sqrt{-2\varepsilon_i}\), subscript \(H\) on orbital quantities means HOMO, and \(\varepsilon_H=-I\) for the exact \(v_s\). The Pauli term is \(v_P=\nabla^2\sqrt n/(2\sqrt n)-v_s+\varepsilon_H\), zero for helium, where \(v_x=-\tfrac12v_H\). The Hartree potential is

\[ v_H(r)=\frac{1}{r}\int_0^r4\pi r'^2n\,dr'+\int_r^\infty4\pi r'n\,dr'=\frac Nr-\int_r^\infty4\pi r'^2n\Big(\frac1r-\frac1{r'}\Big)dr', \tag{14} \]

For closed shells, \(v_x=\delta E_x/\delta n\), with \(E_x\) the Fock exchange energy. For one spin, \(K\varphi_i=-\sum_j\varphi_jY_{ij}\), \(Y_{ij}\) being the Coulomb potential of \(\varphi_i\varphi_j\). The orbital shifts \(\psi_i\) obey the optimized effective potential (OEP) equations

\[ \sum_i\varphi_i\psi_i=0,\qquad(h-\varepsilon_i)\psi_i=(v_x-c_i)\varphi_i-K\varphi_i,\qquad\langle\varphi_i|\psi_i\rangle=0, \tag{15} \]

with \(c_i=\langle\varphi_i|v_x-K|\varphi_i\rangle\), and \(c_H=0\) in the gauge \(v_x(\infty)=0\). Hence

\[ v_x=c_H-Y_{HH}-\sum_{i\ne H}\frac{\varphi_i}{\varphi_H}Y_{iH}+\frac{(h-\varepsilon_H)\psi_H}{\varphi_H}, \tag{16} \]

whose last two terms are exponentially small.

### Radial form

Let \(\phi_i(r)\) be radial functions, \(\varphi=\phi\,Y_{lm}/r\). Summing a filled shell gives the kernel factor \((2l_j+1)P_{l_j}(\cos\gamma)/4\pi\). Define \(w(l,k,l')\), the squared \(3j\) symbol with zero projections, by \(P_{l'}P_k=\sum_l(2l+1)\,w(l,k,l')P_l\). Since \(\int P_l(\cos\gamma)Y_{lm}(\Omega')\,d\Omega'=4\pi Y_{lm}/(2l+1)\), the radial Fock term is

\[ X_i(r)=-\sum_j(2l_j+1)\sum_kw(l_i,k,l_j)\,Y^k_{ij}(r)\,\phi_j(r),\qquad Y^k_{ij}=\int\frac{r_<^k}{r_>^{k+1}}\phi_i\phi_j\,dr'. \tag{17} \]

For a p shell acting on itself, \(P_1P_0=P_1\) gives \(3w=1\) for \(k=0\), and \(P_1P_2=\tfrac25P_1+\tfrac35P_3\) gives \(3w=\tfrac25\) for \(k=2\). The argument leading to (16) holds shell by shell, so a p HOMO has

\[ v_x\to-\frac1r-\frac25\frac{\langle r^2\rangle_p}{r^3}. \tag{18} \]

This is the quadrupole field of the hole, which points at the distant electron. It outlasts \(r^{-4}\), so (1) does not describe an atom with a filled outer p shell, whose ion is \({}^2P\). On the interacting side \(U'\) then has a quadrupole element within the degenerate ion ground level, and the same power \(r^{-3}\) appears with the moment of the interacting ion; that case is not computed here.

For two shells with degeneracies \(a=2l_1+1\) and \(b=2l_2+1\), shell 2 being the HOMO, the constraint \(a\phi_1\psi_1+b\phi_2\psi_2=0\) is solved by \(\psi_1=-\phi_2s/a\), \(\psi_2=\phi_1s/b\) with one unknown function \(s(r)\). Let \(\Delta=\varepsilon_2-\varepsilon_1\) and \(W=\Delta+[l_1(l_1+1)-l_2(l_2+1)]/(2r^2)\). The orbital equations give

\[ (h_{l_1}-\varepsilon_1)(\phi_2s)=W\phi_2s-\phi_2's'-\tfrac12\phi_2s'',\qquad(h_{l_2}-\varepsilon_2)(\phi_1s)=-W\phi_1s-\phi_1's'-\tfrac12\phi_1s''. \]

Multiply the shift equation of shell 1 by \(\phi_2\), that of shell 2 by \(\phi_1\), and subtract; \(v_x\phi_1\phi_2\) cancels. With \(\phi\phi's'+\tfrac12\phi^2s''=\tfrac12(\phi^2s')'\) and an overall change of sign,

\[ -\tfrac12(p\,s')'+W\Big(\frac{\phi_2^2}{a}-\frac{\phi_1^2}{b}\Big)s=X_1\phi_2-X_2\phi_1+(c_1-c_2)\phi_1\phi_2,\qquad p=\frac{\phi_2^2}{a}+\frac{\phi_1^2}{b}. \tag{19} \]

The constant \(c_1-c_2\) is fixed by \(\int\phi_1\phi_2s\,dr=0\): solve (19) once for each of the two sources and combine. Multiplying the shift equations by \(a\phi_1\) and \(b\phi_2\) and adding cancels \(s''\) and gives, with \(\rho=a\phi_1^2+b\phi_2^2\),

\[ \rho v_x=a\phi_1(c_1\phi_1+X_1)+b\phi_2(c_2\phi_2+X_2)-2W\phi_1\phi_2s+(\phi_1\phi_2'-\phi_2\phi_1')s'. \tag{20} \]

For an s-p pair the tail of \(s\) follows from (19) with \(p\approx\phi_2^2/a\), \(p'/p\approx-2k_2\), and source \(-ab\,w\,D\,p/r^2\), where \(D=\int r\phi_1\phi_2\,dr\) and \(ab\,w(0,1,1)=3\cdot\tfrac13=1\). Then \(\Delta s+k_2s'=-D/r^2\), and \(s'\approx-2s/r\) gives \(r^2s\to-(D/\Delta)[1+2k_2/(\Delta r)]\).

An independent check of (20) is the exchange virial relation. Under \(\rho_\lambda(r)=\lambda\rho(\lambda r)\) the orbitals scale uniformly and \(E_x\to\lambda E_x\); the derivative at \(\lambda=1\) is \(E_x=\int v_x(\rho+r\rho')\,dr\). It probes the functional derivative along one direction only, so it is necessary, not sufficient.

The program solves (19) and (20) with \(c_2=0\) for filled shells of the model potential \(-3/r\). The 2p3s case leaves lower levels empty and serves only to put a dipole-coupled core under an s HOMO.

| shells | virial error | with \(s=0\) | \(r^3(v_x+1/r)\) at 45 bohr |
|---|---|---|---|
| 1s2s | \(8\times10^{-16}\) | \(3\times10^{-3}\) | 0.000000 |
| 1s2p | \(9\times10^{-16}\) | \(4\times10^{-3}\) | \(-1.333333\) |
| 2p3s | \(1\times10^{-13}\) | \(3\times10^{-4}\) | 0.000000 |

The errors are relative to \(E_x\); the column "with \(s=0\)" drops the shift terms of (20) at unchanged \(c_1\). For hydrogenic 2p, \(\phi\propto r^2e^{-Zr/2}\) and \(\langle r^2\rangle=(6!/Z^7)/(4!/Z^5)=30/Z^2\), so (18) predicts \(-12/9=-1.333333\). The residual \(r^4\) coefficient at 45 bohr is of order \(10^{-9}\) or smaller in all three cases, although the shift itself is a power law: \(r^2s=-0.13003\) against the two-term value \(-0.12995\) for 1s2p, and \(-0.53845\) against \(-0.53607\) for 2p3s. The differences, 0.06% and 0.4% of the two-term values, have the size of the omitted order: \(2k_2/(\Delta r)\) is \(3/(3.375\times45)=0.020\) and \(2/(0.625\times45)=0.071\), with squares \(0.0004\) and \(0.005\). The virial relation, its failure without shifts, the condition \(\langle v_x-K\rangle_H=0\), the \(r^4\) residual and the tail of \(s\) are asserted tests.

## 7. Sums for a hydrogenic ion

The states \(|1\rangle=\sum_s\Phi_sd_s/\omega_s\) and \(|2\rangle=\sum_s\Phi_sd_s/\omega_s^2\) solve the Dalgarno-Lewis equations \((H_{\rm ion}-E_0)|1\rangle=z|0\rangle\) and \((H_{\rm ion}-E_0)|2\rangle=|1\rangle\), and \(S_1=\langle0|z|1\rangle\), \(S_2=\langle1|1\rangle\), \(S_3=\langle1|2\rangle\). The ground radial function is \(2Z^{3/2}re^{-Zr}\), \(E_0=-Z^2/2\), and \(P_lY_{00}=Y_{l0}/\sqrt{2l+1}\), so each sum is \(4Z^3/(2l+1)\) times an integral of polynomials against \(e^{-2Zr}\). Direct differentiation gives

\[ (H_l-E_0)\,r^ke^{-Zr}=\big[A_kr^{k-2}+Z(k-1)r^{k-1}\big]e^{-Zr},\qquad A_k=\tfrac12[l(l+1)-k(k-1)]. \]

Set \(Z=1\) and restore it by scaling (\(r\propto Z^{-1}\), \(\omega\propto Z^2\)). The integrals \(J_k=\int r^ke^{-2r}dr=k!/2^{k+1}\) are \(J_4=\tfrac34\), \(J_5=\tfrac{15}8\), \(J_6=\tfrac{45}8\), \(J_7=\tfrac{315}{16}\).

For \(l=1\): \(A_2=0\), \(A_3=-2\), \(A_4=-5\). With source \(r^2\) and \(p_1=\beta_2r^2+\beta_3r^3\), the \(r^2\) equation is \(2\beta_3=1\) and the \(r\) equation is \(\beta_2-2\beta_3=0\), so \(p_1=r^2+\tfrac12r^3\). Then \(S_1=\tfrac43(J_4+\tfrac12J_5)=\tfrac43\cdot\tfrac{27}{16}=\tfrac94\) and \(S_2=\tfrac43(J_4+J_5+\tfrac14J_6)=\tfrac43\cdot\tfrac{129}{32}=\tfrac{43}8\). With source \(p_1\) and \(p_2=b_2r^2+b_3r^3+b_4r^4\): \(3b_4=\tfrac12\), \(2b_3-5b_4=1\), \(b_2-2b_3=0\), so \(b_4=\tfrac16\), \(b_3=\tfrac{11}{12}\), \(b_2=\tfrac{11}6\). The product is \(p_1p_2=\tfrac{11}6r^4+\tfrac{11}6r^5+\tfrac58r^6+\tfrac1{12}r^7\), its integral is \((88+220+225+105)/64=\tfrac{319}{32}\), and \(S_3=\tfrac{319}{24}\).

For \(l=2\): \(A_3=0\), \(A_4=-3\). With source \(r^3\) and solution \(e_3r^3+e_4r^4\): \(3e_4=1\), \(2e_3-3e_4=0\). Then \(\alpha_q=2\cdot\tfrac45(\tfrac12J_6+\tfrac13J_7)=\tfrac85\cdot\tfrac{75}8=15\). With \(Z\) restored,

\[ \alpha=\frac{9}{2Z^4},\qquad S_2=\frac{43}{8Z^6},\qquad S_3=\frac{319}{24Z^8},\qquad\alpha_q=\frac{15}{Z^6}. \tag{21} \]

The polarized states are polynomials times \(e^{-Zr}\): more extended than the ground state, but decaying with the same exponent. For a two-electron system of nuclear charge \(Z\), \(v_c\to-9/(4Z^4r^4)\).

## 8. Helium

### Discretization

For the \({}^1S\) spatial function use channels \(c=(l,j)\):

\[ \Psi=\sum_c\frac{u_c(r_1)}{r_1}\frac{\chi_c(r_2)}{r_2}\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\gamma_{12}), \]

where the \(\chi_c\) diagonalize the He\(^+\) Hamiltonian in a Laguerre basis with exponent \(Z\). The angular factors are orthonormal, and by the definition of \(w\) the matrix element of \(P_k\) between them is \(\sqrt{(2l+1)(2l'+1)}\,w(l,k,l')\). Equation (3) becomes

\[ -\tfrac12u_c''+\Big[\frac{l(l+1)}{2r^2}-\frac Zr+I+\omega_c\Big]u_c+\sum_{c'}\sqrt{(2l+1)(2l'+1)}\sum_kw(l,k,l')Y^k_{cc'}(r)\,u_{c'}=0. \]

With \(\rho=\sum u_c^2\) normalized to one, \(n=2\rho/(4\pi r^2)\), \(\nabla^2\sqrt n/\sqrt n=(\sqrt\rho)''/\sqrt\rho\), and

\[ \frac{(\sqrt\rho)''}{\sqrt\rho}=\frac{u\cdot u''+u'\cdot u'}{\rho}-\frac{(u\cdot u')^2}{\rho^2},\qquad v_c=\frac{(\sqrt\rho)''}{2\sqrt\rho}-I+\frac Zr-\frac{v_H}{2}. \tag{22} \]

The angular part of \(v_{\rm kin}\) is the centrifugal term, \(v_{\rm kin}=\sum_c[l(l+1)\gamma_c^2/(2r^2)+\tfrac12\gamma_c'^2]\), and \(v_c=(v_{\rm cond}-1/r)+v_{\rm resp}+v_{\rm kin}-\tfrac12(v_H-2/r)\).

The level of theory is configuration interaction with \(l\le2\): 30 channels, and 349 finite-element Gauss-Lobatto points for \(r_1\) in a box of 71.25 bohr. By section 4 the powers through \(r^{-6}\) need only \(l\le2\), and the basis contains \(p_1\), \(p_2\) and the quadrupole solution exactly; the pseudostate sums are tested against (21). Four choices matter. The monopole is computed as \(Y^0-\delta_{cc'}/r\) from integrals over \(r'>r\), so that no \(1/r\) has to cancel numerically. The ground state comes from inverse iteration with a banded Cholesky factor, whose eliminations link only points at most one element (ten nodes) apart; the aim is relative accuracy in the tail, and the agreement reported below shows that it was reached. Derivatives are taken at interior nodes of the elements. Symmetry between the electrons is not imposed; the tested values \(\langle r_1\rangle=0.92977\) and \(\langle r_2\rangle=0.92978\) bohr agree, as symmetry requires (a necessary condition on one moment).

### Predicted coefficients

The energy is \(E=-2.90268\) Ha, so \(I=-2.00000+2.90268=0.90268\) Ha \(=24.563\) eV and \(\kappa=\sqrt{1.80536}=1.34364\) bohr\(^{-1}\). These belong to the truncated model, and its own \(\kappa\) is the one that enters \(c_6\). They are not converged to the digits shown as values for the helium atom. A larger radial basis at \(l\le2\) lowers \(E\) by \(7\times10^{-5}\) Ha. A larger basis with \(l\le4\) gives \(E=-2.90339\) Ha and \(I=24.582\) eV, raises \(c_6\) by 0.0003, lowers \(\langle r\rangle\) by 0.0002 bohr, and changes \(v_c\) to \(-7.75\times10^{-5}\) Ha at 5 bohr (2%) and \(-1.2795\times10^{-5}\) Ha at 10 bohr; the value at 20 bohr is unchanged. From (21) with \(Z=2\): \(\alpha=9/32=0.281250\) bohr\(^3=0.041677\) Å\(^3\), \(S_2=43/512=0.083984\), \(S_3=319/6144=0.051921\), \(\alpha_q=15/64=0.234375\). Then \(2\kappa S_2=2\times1.34364\times0.083984=0.2257\) and

\[ c_6=-0.11719+0.25195+4\times1.80536\times0.051921=-0.11719+0.25195+0.37494=0.5097\ \text{Ha bohr}^6. \]

The nonadiabatic terms outweigh the quadrupole term, so for helium the first correction weakens the attraction.

### Comparison

The direct form (22) and the decomposed form agree to \(4.9\times10^{-11}\) Ha between 6 and 62 bohr. At 60 bohr, \(-[(\sqrt\rho)''/(2\sqrt\rho)+1/r]+I=1.08\times10^{-8}\) Ha; this tests \(\varepsilon_H=-I\), and the remainder matches \(\alpha/(2r^4)=0.140625/60^4=1.085\times10^{-8}\) Ha. The factor \(r^4\) would magnify the rounding errors of (22), so the coefficients are fitted on the decomposed form, as a polynomial of degree six in \(1/r\) over 25 to 62 bohr with all coefficients free.

| quantity | \(r^{-4}\) fit | theory | \(r^{-5}\) fit | theory |
|---|---|---|---|---|
| \(v_c\) | \(-0.140624\) | \(-0.140625\) | \(-0.0002\) | 0 |
| \(V_{\rm pol}\) | \(-0.140626\) | \(-0.140625\) | \(-0.2254\) | \(-0.2257\) |
| \(v_{\rm cond}-1/r\) | \(-0.281252\) | \(-0.281250\) | \(-0.4508\) | \(-0.4514\) |
| \(v_{\rm resp}\) | 0.140628 | 0.140625 | 0.4507 | 0.4514 |

The same fit that resolves the \(r^{-5}\) terms of the parts finds none in \(v_c\). The \(r^{-6}\) coefficient of \(v_{\rm kin}\) is 0.25198 against \(3S_2=0.25195\), and the \(r^{-4}\) coefficient of \(n/f_0^2-1\) is 0.08399 against 0.08398. The \(r^{-6}\) coefficient of \(v_c\) is 0.526 against 0.510, which is 3% above the theoretical value. As the third coefficient of an extrapolation to \(1/r=0\) it is confirmed only to that level; that the gap comes from truncating the fit is a conjecture. The fitted coefficients, the agreement of the two forms and the bound \(5\times10^{-8}\) Ha on the 60-bohr remainder are asserted tests; the match of that remainder to \(\alpha/(2r^4)\) is read from the output.

| \(r\) (bohr) | \(v_c\) (Ha) | \(-\alpha/2r^4\) | with \(c_6\) | \(v_x+1/r\) |
|---|---|---|---|---|
| 5 | \(-7.61\times10^{-5}\) | \(-2.250\times10^{-4}\) | \(-1.924\times10^{-4}\) | \(7.86\times10^{-7}\) |
| 10 | \(-1.2792\times10^{-5}\) | \(-1.4062\times10^{-5}\) | \(-1.3553\times10^{-5}\) | \(7.71\times10^{-13}\) |
| 20 | \(-8.6735\times10^{-7}\) | \(-8.7891\times10^{-7}\) | \(-8.7094\times10^{-7}\) | \(1.13\times10^{-24}\) |
| 40 | \(-5.4784\times10^{-8}\) | \(-5.4932\times10^{-8}\) | \(-5.4807\times10^{-8}\) | \(3.56\times10^{-48}\) |

Exchange reaches \(-1/r\) exponentially. For \(\rho\propto r^{2\nu}e^{-2\kappa r}\), \(v_x+1/r\) is half the integral in (14), and since \(4\pi r^2n=2\rho\) it is about \(\rho(r)\int_0^\infty xe^{-2\kappa x}dx/r^2=\rho/(4\kappa^2r^2)\). With \(\nu=1/\kappa=0.744\) the ratio between 20 and 10 bohr should be \(2^{2\nu-2}e^{-20\kappa}=0.70\times2.13\times10^{-12}=1.5\times10^{-12}\); the table gives \(1.13\times10^{-24}/7.71\times10^{-13}=1.5\times10^{-12}\).

Correlation reaches its limit slowly. Relative to \(|v_c|\), the bare \(r^{-4}\) term is too large by a factor of 3 at 5 bohr, by 10% at 10 bohr, 1.3% at 20 bohr and 0.27% at 40 bohr. At 10 bohr, where \(v_c=-0.348\) meV, the \(c_6\) term removes only \(0.51\times10^{-6}\) of the \(1.27\times10^{-6}\) Ha discrepancy. The remainders after \(c_6\) are \(7.6\times10^{-7}\), \(3.6\times10^{-9}\) and \(2.3\times10^{-11}\) Ha at 10, 20 and 40 bohr; multiplied by \(r^7\) they are about 8, 5 and 4. This is consistent with an \(r^{-7}\) remainder, but its coefficient was neither derived nor tested, and the value at 40 bohr lies below the bound \(4.9\times10^{-11}\) Ha on the agreement of the two forms of \(v_c\). One source of large coefficients is visible in (6): the term \(\kappa\,\partial_rg_s\) alone gives \(a_{k+1}=k\kappa a_k/\omega_s\), a factorial growth. This term does not set the rate by itself. At large \(k\) the term \(-\tfrac12\nabla^2g_s\) adds about \(\tfrac12k^2a_{k-1}\) to \(\omega_sa_{k+1}\), which is of the same order, and the two together give \(a_{k+1}\approx ka_k/(\kappa_s-\kappa)\). For the lowest dipole excitation of He\(^+\) this factor is \(1.18\,k\), against \(0.90\,k\) from the first term alone. That the series for \(v_c\) diverges at fixed \(r\) in the same way was not tested.

At 10 bohr, \(v_{\rm cond}-1/r\) and \(v_{\rm resp}\) are farther from their limits in absolute terms than the sum (the small \(v_{\rm kin}\) is not), and at leading order all three parts are farther in relative terms. This ordering is shown for this radius only and need not hold closer in, where the \(r^{-4}\) term also fails for the sum. The parts add as \(-3.5109\times10^{-5}+2.1827\times10^{-5}+0.0489\times10^{-5}=-1.279\times10^{-5}\) Ha. The two-term forms (11) give \(-(2.8125+0.4514)\times10^{-5}=-3.264\times10^{-5}\) and \((1.4062+0.4514)\times10^{-5}=1.858\times10^{-5}\) Ha, too small in magnitude by \(0.247\times10^{-5}\) and \(0.325\times10^{-5}\) Ha (7% and 15% of the computed parts), while their sum \(-\alpha/(2r^4)\) misses \(v_c\) by \(0.127\times10^{-5}\) Ha (10% of \(|v_c|\)); the \(r^{-4}\) terms alone miss the two parts by 20% and 36% of their values, and \(v_{\rm kin}=4.9\times10^{-7}\) Ha is nearly twice \(3S_2/r^6=2.5\times10^{-7}\) Ha. Equation (10) suggests why \(v_{\rm cond}-1/r\) and \(v_{\rm resp}\) miss by more than their sum, though this was not tested at 10 bohr: the deviation from the adiabatic amplitude enters each of the first two parts linearly and their sum quadratically.

## 9. Limits of use

The polarizability in (1) is that of the interacting ion in its own ground state, not that of the neutral atom and not a sum over Kohn-Sham transitions. The split into \(v_x\) and \(v_c\) was derived for closed shells; for an atom with an unpaired s electron outside an \(L=0\) ion, (1) holds for the total \(v_{xc}\). If the ion ground state has \(L>0\), its permanent quadrupole can act at \(r^{-3}\), as in (18). If \(f_0\) vanishes by a selection rule, the slowest surviving amplitude takes its place, and the derivation must be repeated for that ion state. In a molecule the ion can have a permanent dipole or quadrupole, and \(U'_{00}\) then contains lower powers, and on a nodal surface of the HOMO the division by \(\varphi_H\) in (16) fails. A shift of \(v_s\) by a constant moves \(\varepsilon_H\) away from \(-I\) by that constant and leaves the powers unchanged. Retardation, which alters the interaction at very large distances, lies outside the Hamiltonian used.

The program and its output follow.

## Values computed for the example and the checks

```
symbolic alpha, S2, S3, alpha_q (a.u.):  9/(2*Z**4)  43/(8*Z**6)  319/(24*Z**8)  15/Z**6
He: Z = 2, channels = 30, radial points = 349, box = 71.25 bohr
alpha(He+) = 0.281250 bohr^3 = 0.041677 Angstrom^3; pseudostate sum 0.281250
S2 = 0.083984, S3 = 0.051921, alpha_q = 0.234375 (a.u.)
E(He, l<=2) = -2.90268 Ha, E(He+) = -2.00000 Ha
I = 0.90268 Ha = 24.563 eV, kappa = 1.34364 1/bohr
eps from density tail at 60 bohr, plus I = 1.08e-08 Ha
<r> grid electron = 0.92977, basis electron = 0.92978 bohr
max |v_c direct - decomposition|, 6-62 bohr = 4.9e-11 Ha
c6 parts: -0.11719 + 0.25195 + 0.37494 = 0.50971 Ha bohr^6
v_c: r^-4 fit -0.140624 theory -0.140625; r^-5 fit -0.0002 theory 0.0000 (a.u.)
V_pol: r^-4 fit -0.140626 theory -0.140625; r^-5 fit -0.2254 theory -0.2257 (a.u.)
v_cond-1/r: r^-4 fit -0.281252 theory -0.281250; r^-5 fit -0.4508 theory -0.4514 (a.u.)
v_resp: r^-4 fit 0.140628 theory 0.140625; r^-5 fit 0.4507 theory 0.4514 (a.u.)
v_c: r^-6 fit 0.526 theory 0.510 Ha bohr^6
v_kin: r^-6 fit 0.25198 theory 0.25195 Ha bohr^6
n/f0^2 - 1: r^-4 fit 0.08399 theory 0.08398 bohr^4
r(bohr)  v_c  -alpha/2r^4  with c6  v_x+1/r  (Ha)
5.0  -7.6116e-05  -2.2500e-04  -1.9238e-04  7.86e-07
10.0  -1.2792e-05  -1.4062e-05  -1.3553e-05  7.71e-13
20.0  -8.6735e-07  -8.7891e-07  -8.7094e-07  1.13e-24
40.0  -5.4784e-08  -5.4932e-08  -5.4807e-08  3.56e-48
at 10 bohr: v_cond-1/r -3.5109e-05, v_resp 2.1827e-05, v_kin 4.8933e-07 Ha
at 10 bohr: v_c = -0.3481 meV
model Z=3 1s2s Pauli term at 2 bohr = 2.907e-02 Ha
model Z=3 1s2s Pauli term at 5 bohr = 2.822e-07 Ha
model Z=3 1s2s Pauli term at 10 bohr = 1.782e-14 Ha
OEP 1s2s: Ex/spin -1.22893 Ha, virial error 8e-16 (no shift 3e-03)
  45 bohr: r^3(v_x+1/r) = -0.000000, theory -0.000000; r^4 residual -6e-11 (a.u.)
OEP 1s2p: Ex/spin -2.06672 Ha, virial error 9e-16 (no shift 4e-03)
  45 bohr: r^3(v_x+1/r) = -1.333333, theory -1.333333; r^4 residual 1e-11 (a.u.)
  45 bohr: shift r^2 s = -0.13003, theory -0.12995 (a.u.)
OEP 2p3s: Ex/spin -1.10346 Ha, virial error 1e-13 (no shift 3e-04)
  45 bohr: r^3(v_x+1/r) = 0.000000, theory -0.000000; r^4 residual 1e-09 (a.u.)
  45 bohr: shift r^2 s = -0.53845, theory -0.53607 (a.u.)
```
